\section*{Energy and normal velocity of electrons injected by a thermal contact}

\section{The problem}

A Monte Carlo simulation of an $n^+nn^+$ diode needs a rule for the electrons that enter through a contact. Take silicon with current along $[100]$ at $T=300$ K and electron density $n=10^{17}$ cm$^{-3}$ in the contact. The contact is an ideal reservoir: it is uniform, in equilibrium, and has no barrier at its surface. The normal $x$ points into the device.

Each conduction-band valley is parabolic, with kinetic energy measured from the band edge,
\begin{equation}
E=\tfrac12\left(m_xv_x^2+m_yv_y^2+m_zv_z^2\right).
\end{equation}
The rough silicon masses are $0.92\,m_0$ along the axis of a valley and $0.19\,m_0$ across it. Two of the six valleys have the large mass along $x$ and are called heavy; the other four are called light. The occupation is nondegenerate, so it is proportional to $e^{-E/kT}$, and every valley holds $n/6$ electrons.

(a) What is the mean kinetic energy of the electrons that enter the device, and how many enter per unit area and time?

(b) How can the normal velocity of an entering electron, in a given valley, be drawn with one random number?

(c) What goes wrong if the normal velocity is drawn instead as the absolute value of a Gaussian variable?

\section{A first estimate by scaling}

The only energy in the problem is $kT=25.85$ meV. From $kT$ and a mass $m_x$ one velocity can be formed,
\begin{equation}
\sigma=\sqrt{kT/m_x}.
\end{equation}
With $kT=4.142\times10^{-21}$ J and $m_0=9.109\times10^{-31}$ kg, this is $1.55\times10^7$ cm/s in a light valley and $0.70\times10^7$ cm/s in a heavy one.

The mean energy must therefore be a pure number times $kT$. The masses cannot enter that number: in the variables $v_i\sqrt{m_i/kT}$ the energy and the Maxwellian contain no mass, and the mass in the crossing rate cancels from an average. The simplest guess is equipartition, $3kT/2=38.78$ meV. It ignores any preference for fast electrons.

For the flux, let half the electrons move toward the device, each with normal speed $\sigma$. One third are in heavy valleys and two thirds in light ones, so
\begin{align}
\Phi_{\rm est}&=\frac n2\left(\frac13\,0.70+\frac23\,1.55\right)\times10^7\ \text{cm/s}\nonumber\\
&\approx6.3\times10^{23}\ \text{cm}^{-2}\,\text{s}^{-1}.
\end{align}

\section{The exact solution within the model}

\subsection{Which electrons cross}

States are uniformly spaced in momentum, and velocity is proportional to momentum along each principal axis. The velocity density of a valley holding $n_v$ electrons per unit volume is therefore a product of three Gaussians. Its normal factor is
\begin{equation}
g(v_x)=\sqrt{\frac{m_x}{2\pi kT}}\;e^{-m_xv_x^2/2kT}.
\end{equation}

Consider a time $dt$ short enough for scattering to be neglected. An electron with $v_x>0$ reaches the contact plane if it starts within a distance $v_x\,dt$ of it. The number crossing per unit area is thus $n_v\,v_x\,dt\,g(v_x)\,dv_x$. The factor $v_x$ distinguishes the electrons that enter from those that are merely present.

The flux of the valley follows by integration. Since
\begin{equation}
\int_0^\infty v\,e^{-m_xv^2/2kT}\,dv
=\left[-\frac{kT}{m_x}e^{-m_xv^2/2kT}\right]_0^\infty=\frac{kT}{m_x},
\end{equation}
we have
\begin{equation}
\Phi_v=n_v\sqrt{\frac{m_x}{2\pi kT}}\,\frac{kT}{m_x}
=n_v\sqrt{\frac{kT}{2\pi m_x}} .
\label{flux}
\end{equation}
Dividing the crossing rate by $\Phi_v$ gives the normalized law for an entering electron,
\begin{equation}
p(v_x)=\frac{m_xv_x}{kT}\,e^{-m_xv_x^2/2kT},\qquad v_x>0 .
\label{law}
\end{equation}

\subsection{The mean energy}

Let $u=m_xv_x^2/2kT$ be the normal energy in units of $kT$. Then $du=(m_xv_x/kT)\,dv_x$, and (\ref{law}) becomes $p\,dv_x=e^{-u}du$. Integration by parts gives the mean
\begin{equation}
\int_0^\infty u\,e^{-u}du=\left[-u\,e^{-u}\right]_0^\infty+\int_0^\infty e^{-u}du=1 .
\end{equation}
The normal motion carries $kT$, twice its equipartition value.

The crossing rate does not depend on $v_y$ or $v_z$, so these keep their Gaussian laws with variances $kT/m_y$ and $kT/m_z$. Each contributes $\frac12m_i\langle v_i^2\rangle=kT/2$. Hence
\begin{equation}
\langle E\rangle=kT+\tfrac12kT+\tfrac12kT=2kT=51.70\ \text{meV}.
\end{equation}
No mass remains, so the result holds in each valley and for any mixture of them.

The spread matters when a simulation is checked. Put $w_i=v_i\sqrt{m_i/kT}$ for the two transverse directions and use polar coordinates with radius $\rho$. The law of $\rho$ is $e^{-\rho^2/2}\rho\,d\rho$. With $t=\rho^2/2$, the transverse energy in units of $kT$, this is $e^{-t}dt$. The total $\varepsilon=u+t$ then has the density
\begin{equation}
P(\varepsilon)=\int_0^\varepsilon e^{-u}e^{-(\varepsilon-u)}du=\varepsilon e^{-\varepsilon}.
\end{equation}
Its first two moments are $\int\varepsilon^2e^{-\varepsilon}d\varepsilon=2$ and $\int\varepsilon^3e^{-\varepsilon}d\varepsilon=6$. The variance is $6-2^2=2$, and the standard deviation of the energy is $\sqrt2\,kT=36.56$ meV. The mean over $N$ independent injections has standard error $\sqrt{2/N}\,kT$; bringing this down to 1\% of $2kT$ takes $N=5000$.

\subsection{One random number for the normal velocity}

The probability that an entering electron is faster than $v$ is
\begin{equation}
\int_v^\infty p(v')\,dv'=e^{-m_xv^2/2kT}.
\end{equation}
Set this equal to a number $r$ and solve for $v$:
\begin{equation}
v_x=\sqrt{-\frac{2kT}{m_x}\ln r},\qquad 0<r\le1 .
\label{rule}
\end{equation}
If $r$ is uniform, (\ref{rule}) has the required law. Because $v_x$ decreases as $r$ grows, the drawn velocity exceeds $v$ when $r<e^{-m_xv^2/2kT}$, and for a uniform variable this has probability $e^{-m_xv^2/2kT}$. A generator that returns values in $[0,1)$ can return zero, so one uses $1-r$ in place of $r$.

For $r=0.5$ the normal energy is $-kT\ln0.5=0.6931\times25.85=17.92$ meV, in any valley. The velocity is $\sqrt{2\times0.693}\,\sigma=1.177\,\sigma$, which is $1.82\times10^7$ cm/s in a light valley and $0.83\times10^7$ cm/s in a heavy one. For $r=0.1$ the normal energy is 59.53 meV, and for $r=0.9$ it is 2.72 meV.

The single number serves the normal velocity only. The valley must be chosen first, with other random numbers, and by flux rather than by population. By (\ref{flux}) each valley has weight $m_x^{-1/2}$, so the heavy share is
\begin{equation}
\frac{2/\sqrt{0.92}}{2/\sqrt{0.92}+4/\sqrt{0.19}}
=\frac{2.085}{2.085+9.177}=18.5\%,
\end{equation}
although these valleys hold one third of the electrons. Finally $v_y$ and $v_z$ are drawn from their Gaussians.

\subsection{The half-Gaussian rule}

Suppose $v_x=|\xi|\,\sigma$, with $\xi$ a standard Gaussian variable. Then $\langle m_xv_x^2/2\rangle=kT/2$, and the injected electrons have mean energy $3kT/2$, one quarter below the correct value.

The density near the contact is also wrong. Consider free flight without a field or scattering, and keep the injection rate at its correct value $\Phi_v$. A steady stream of electrons with velocity $v$ and flux $\Phi_v\,p(v)\,dv$ has density $\Phi_v\,p(v)\,dv/v$. For the correct law (\ref{law}),
\begin{align}
\Phi_v\int_0^\infty\frac{p(v)}{v}\,dv
&=\Phi_v\,\frac{m_x}{kT}\int_0^\infty e^{-m_xv^2/2kT}dv\nonumber\\
&=n_v\sqrt{\frac{kT}{2\pi m_x}}\,\sqrt{\frac{\pi m_x}{2kT}}=\frac{n_v}{2}.
\end{align}
This is the forward-moving half of the contact population, so the density of forward-moving electrons is continuous across the plane.

The half-Gaussian density does not vanish at zero velocity: $p(0)=\sqrt{2m_x/\pi kT}$. The integral of $p(v)/v$ then diverges logarithmically at its lower end. After a time $t$, electrons slower than $d/t$ have not yet crossed a layer of thickness $d$ next to the contact, which cuts the integral off at $v=d/t$. Those slower electrons add a density that tends to the constant $\Phi_vp(0)$. At long times the density in the layer therefore grows as $\Phi_v\,p(0)\ln t$. Relative to $n_v/2=\Phi_v\sqrt{\pi m_x/2kT}$, the coefficient of $\ln t$ is
\begin{equation}
\sqrt{\frac{2m_x}{\pi kT}}\,\sqrt{\frac{2kT}{\pi m_x}}=\frac2\pi ,
\end{equation}
or $(2/\pi)\ln10=1.466$ per decade of time. Numerical integration gives 3.605 times the correct density at $t=100\,d/\sigma$ and 5.071 times at $1000\,d/\sigma$, a difference of 1.466. The correct law gives 0.996 and 1.000 at the same times. An accelerating field stops the growth, since even an electron that starts at rest then leaves the layer in a finite time. Scattering stops it as well, because an electron keeps its injected velocity only for a scattering time $\tau$. In silicon at this density $\tau$ is about 0.1 ps, while $d/\sigma=0.03$ ps for $d=5$ nm in a light valley, so the times quoted above are not reached in free flight. The excess then settles at a finite value. In a relaxation-time model with $\sigma\tau=17$ nm the forward-moving density is about 1.9, 1.6 and 1.1 times the correct value for $d=2$, 5 and 20 nm.

\section{Comparison of the estimate with the solution}

The exact flux is the sum of (\ref{flux}) over the valleys, $5.05\times10^{23}$ cm$^{-2}$\,s$^{-1}$. The ratio of estimate to solution is $\frac12\sqrt{2\pi}=1.25$ in every valley, so the estimated flux is 25\% too high. The estimated energy is 25\% too low. In the injected kinetic power the two errors nearly cancel: the ratio is $1.253\times0.75=0.94$. The exact power density is $51.70$ mV times the injected current density $8.09\times10^4$ A/cm$^2$, or $4.18\times10^3$ W/cm$^2$. Agreement in the power alone would thus not show that the flux and the mean energy are each right.

As a guess for the mean normal velocity of the entering electrons, $\sigma$ is too low. The mean of (\ref{law}) is
\begin{equation}
\langle v_x\rangle=\frac{m_x}{kT}\int_0^\infty v^2e^{-m_xv^2/2kT}dv=\sqrt{\frac{\pi kT}{2m_x}}=1.253\,\sigma,
\end{equation}
which is $1.94\times10^7$ cm/s in light valleys and $0.88\times10^7$ cm/s in heavy ones.

A direct count tests the solution without using its flux law. Four million electrons were placed at random in a slab behind the plane, given equilibrium velocities, and moved freely for a short time. The slab was thick enough (6.5 light-valley $\sigma$ times the flight time) to hold practically all that could cross. All the electrons together had mean energy $1.499\,kT$. The 201\,160 that crossed had $2.002\,kT$, with standard error $0.003\,kT$. Their flux was 1.0015 times the formula, and 18.4\% came from heavy valleys.

The crossing velocities were also compared with 300\,000 draws from (\ref{rule}) in each type of valley. The largest gap between the cumulative distributions was 0.004 for light valleys and 0.008 for heavy ones. The heavy-valley gap is on the large side: chance alone would produce one of that size in about 2\% of such comparisons. It lies below the acceptance limit of 0.015 for these sample sizes. The half-Gaussian rule, tried on the light valleys, gave a gap of 0.30.

\section{Where the model gives way}

\textbf{Degeneracy.} In the scaled momentum $\mathbf q$, with $E=q^2/2$ in units of $kT$, the crossing rate is proportional to $q_x f\,d^3q$. After the angular integration this is $q^3f\,dq\propto E f\,dE$, where $f$ is the occupation. Therefore
\begin{equation}
\frac{\langle E\rangle}{kT}=\frac{\int_0^\infty E^2f\,dE}{\int_0^\infty Ef\,dE}.
\label{deg}
\end{equation}
Let the Fermi level be $\eta kT$ from the band edge and $z=e^\eta$. For small $z$, $f\approx ze^{-E}-z^2e^{-2E}$, and the ratio is $2(1-z/8)/(1-z/4)\approx2(1+z/8)$. Here $\eta=-5.61$ and $z=0.0037$, so the mean rises by only 0.05\%.

\textbf{Nonparabolicity.} Replace $q^2/2=E$ by $q^2/2=E(1+aE)$, where $a=\alpha kT$ and $\alpha=0.5$ eV$^{-1}$ is a rough silicon value. The velocity acquires a factor $1/(1+2aE)$, while $q\,dq=(1+2aE)\,dE$. These factors cancel, and the flux is proportional to $E(1+aE)e^{-E}dE$. With $\int_0^\infty E^ke^{-E}dE=k!$,
\begin{equation}
\frac{\langle E\rangle}{kT}=\frac{2+6a}{1+2a}=2.025\quad(a=0.0129),
\end{equation}
an increase of 1.3\%. The other results shift more. The density of states grows by $1+15a/4$ to first order and the flux integral by $1+2a$, so at fixed $n$ the flux falls by about 2\%. The mean normal velocity falls by about 4\%, and (\ref{rule}) is then only approximate.

\textbf{Current in the contact.} A net current density $J=10^4$ A/cm$^2$ requires a drift velocity $J/en=6.2\times10^5$ cm/s, where $e$ is the elementary charge. If a valley's Maxwellian is displaced toward the device by $s\sigma$, the normal law in units of $\sigma$ becomes, to first order, $v(1+sv)e^{-v^2/2}$. The mean normal energy is then
\begin{equation}
\frac12\,\frac{2+3\sqrt{\pi/2}\,s}{1+\sqrt{\pi/2}\,s}\approx1+\sqrt{\frac{\pi}{8}}\,s
\end{equation}
in units of $kT$. Assuming one scattering time for all valleys, $s$ is at most 0.055, and the full displaced Maxwellian gives a mean of $2.03\,kT$, 1.6\% above $2kT$. At the collecting contact the drift points out of the device, $s$ is negative, and the correction changes sign. The size of this shift depends on the scattering law, since a displaced Maxwellian corresponds to an energy-independent scattering time. For $\tau\propto E^{-1/2}$ the first-order change in the occupation is proportional to $\cos\theta\,e^{-E}$, and the mean stays at $2kT$; for $\tau\propto E^{3/2}$ it is about $2.12\,kT$. To first order the entering flux changes by $\pm J/2e$, about 6\%, whatever the law.

\textbf{The real device.} The example stands for a silicon diode with a 200 nm channel under 0.3 V. At a much higher contact density the assumption of nondegenerate occupation fails. With the Fermi level at the band edge, $f=1/(e^E+1)=\sum_{k\ge1}(-1)^{k+1}e^{-kE}$, and (\ref{deg}) gives
\begin{equation}
\frac{\langle E\rangle}{kT}=\frac{2\left(1-\frac1{2^3}+\frac1{3^3}-\dots\right)}{1-\frac1{2^2}+\frac1{3^2}-\dots}=\frac{1.803}{0.822}=2.19 .
\end{equation}
This is 10\% above the nondegenerate value. It occurs at a density of 0.765 times the effective density of states $2.74\times10^{19}$ cm$^{-3}$, or about $2\times10^{19}$ cm$^{-3}$. In such a contact both the energy and the velocity law must come from Fermi--Dirac occupation.

The remaining checks concern the contact at $10^{17}$ cm$^{-3}$. Replacing the valleys by a single conductivity mass of $0.258\,m_0$ leaves $2kT$ unchanged but makes the flux 4.8\% too high. The thermal wavelength for the light mass is 9.9 nm, about 5\% of the channel length, so a classical trajectory is a reasonable first description on the scale of the channel. It is less safe at the $n^+n$ junctions, where the potential varies over the Debye length, about 13 nm at this density. The source junction also has a retarding built-in barrier, so the barrier-free contact plane of the model must lie inside the $n^+$ region, several Debye lengths from the junction. The average field is 15 kV/cm, against a rough breakdown field of 300 kV/cm, though local fields can exceed the average. At an operating temperature of 400 K, $2kT$ rises to 68.9 meV and the nonparabolic mean to $2.03\,kT$. The numerical output below lists these values.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 300 K
Masses, longitudinal and transverse: 0.92, 0.19 m0
Contact electron density: 1.0e+17 cm^-3
Channel length: 200 nm
Bias: 0.3 V
Net current density: 1.0e+04 A/cm^2
kT: 25.85 meV
3kT/2, electrons in the contact: 38.78 meV
2kT, injected electrons: 51.70 meV
Energy spread sqrt(2) kT: 36.56 meV
Injected flux: 5.049e+23 cm^-2 s^-1
Injected current density: 8.090e+04 A/cm^2
Injected kinetic power density: 4.183e+03 W/cm^2
Flux share of heavy valleys: 18.52 %
Mean normal velocity, heavy valley: 0.881 1e7 cm/s
Mean normal velocity, light valley: 1.939 1e7 cm/s
r = 0.1: v_x heavy, light: 1.509, 3.320 1e7 cm/s
r = 0.1: normal energy: 59.53 meV
r = 0.5: v_x heavy, light: 0.828, 1.821 1e7 cm/s
r = 0.5: normal energy: 17.92 meV
r = 0.9: v_x heavy, light: 0.323, 0.710 1e7 cm/s
r = 0.9: normal energy: 2.72 meV
Simulated electrons in slab: 4000000
Simulated crossings: 201160
Mean energy in slab: 1.4994 kT
Mean energy of crossings: 2.0016 kT
Standard error of that mean: 0.0032 kT
Normal part of crossing energy: 1.0014 kT
Energy spread of crossings: 1.4152 kT
Heavy-valley share of crossings: 18.44 %
Simulated flux / formula: 1.0015
Number of electrons from injection routine: 200000
Mean energy from injection routine: 1.9962 kT
Largest CDF gap, flux rule, heavy and light: 0.0082, 0.0037
Largest CDF gap, half-Gaussian rule, light: 0.3034
Mean energy, half-Gaussian rule: 1.4994 kT
Density/(n/2), flux rule, time 100 and 1000: 0.9960, 0.9996
Density/(n/2), half-Gaussian, time 100 and 1000: 3.605, 5.071
Effective density of states: 2.744e+19 cm^-3
Fermi level from band edge: -5.613 kT
Mean energy with degeneracy: 2.00091 kT
Nonparabolicity: 0.5 1/eV
Mean energy with nonparabolicity: 2.0252 kT
Contact drift velocity: 0.0624 1e7 cm/s
Largest drift / thermal velocity s: 0.0549
Mean energy with contact drift: 2.0316 kT
Conductivity mass: 0.2583 m0
Flux error with that single mass: 4.82 %
Thermal wavelength, light mass: 9.87 nm
Average field; rough breakdown field: 15.0; 300 kV/cm
2kT at 400 K: 68.94 meV
Nonparabolic mean at 400 K: 2.0333 kT
\end{verbatim}
